\section*{How a vanishing 6j symbol gives G2 in the f shell}

\section{The commutator}

\textbf{Q.} Orbital angular momentum supplies three operators that close under commutation. You want to add the eleven components of a rank-5 tensor in the f shell. Commutators of such large tensors should produce other ranks. Which operators do you mean, exactly?

\textbf{A.} Take the seven orbitals $|m\rangle$ with $l=3$. The unit tensors have reduced matrix element 1:
\begin{equation}
\langle m|u^k_q|m'\rangle=(-1)^{l-m}\begin{pmatrix} l&k&l\\-m&q&m'\end{pmatrix},\qquad k=0,\dots,6 .
\label{def}
\end{equation}
From here on I write a 3j symbol in one line as $(l\,k\,l;-m\,q\,m')$ and a 6j symbol as $\{a\,b\,c;d\,e\,f\}$, the semicolon separating the rows. For several electrons, $U^k_q=\sum_i u^k_q(i)$. These operators are dimensionless; the angular momentum is $L_q=\hbar\sqrt{l(l+1)(2l+1)}\,U^1_q=\hbar\sqrt{84}\,U^1_q$. Neither the electron's mass nor its charge enters.

Two properties are needed. Orthogonality of the 3j symbols gives
\begin{equation}
\mathrm{Tr}\big[(u^k_q)^\dagger u^{k'}_{q'}\big]=\frac{\delta_{kk'}\delta_{qq'}}{2k+1},
\label{orth}
\end{equation}
so the 49 tensors are a basis for all $7\times7$ matrices. Next, $\langle m|(u^k_q)^\dagger|m'\rangle=(-1)^{l-m'}(l\,k\,l;-m'\,q\,m)$. Reversing the lower row and exchanging the outer columns each cost $(-1)^{2l+k}$, which cancel, leaving $(l\,k\,l;-m\,{-q}\,m')$. Since $m'-m=q$ there, $(u^k_q)^\dagger=(-1)^q u^k_{-q}$.

\textbf{Q.} Then show me the commutator, with its signs.

\textbf{A.} By (\ref{orth}), the coefficient of $u^{k_3}_{q_3}$ in $u^{k_1}_{q_1}u^{k_2}_{q_2}$ is $(2k_3+1)T$, where $q_3=q_1+q_2$ and
\begin{align}
T&=\mathrm{Tr}\big[(u^{k_3}_{q_3})^\dagger u^{k_1}_{q_1}u^{k_2}_{q_2}\big]\nonumber\\
&=(-1)^{q_3}\sum_{abc}(-1)^{3l-a-b-c}(l\,k_3\,l;-a\,{-q_3}\,b)\nonumber\\
&\qquad\times(l\,k_1\,l;-b\,q_1\,c)(l\,k_2\,l;-c\,q_2\,a).
\end{align}
The 6j symbol is defined by such a sum:
\begin{align}
&(k_1k_2k_3;q_1\,q_2\,{-q_3})\{k_1k_2k_3;l\,l\,l\}\nonumber\\
&=\sum_{abc}(-1)^{3l-a-b-c}(k_1\,l\,l;q_1\,{-b}\,c)\nonumber\\
&\qquad\times(l\,k_2\,l;a\,q_2\,{-c})(l\,l\,k_3;-a\,b\,{-q_3}).
\end{align}
Each of the three 3j symbols in $T$ differs from its partner here by an odd permutation of columns, with sign $(-1)^{2l+k_i}=(-1)^{k_i}$. With $K=k_1+k_2+k_3$,
\begin{equation}
T=(-1)^{q_3+K}(k_1k_2k_3;q_1\,q_2\,{-q_3})\{k_1k_2k_3;l\,l\,l\}.
\end{equation}
In the reversed product the first two columns of the 3j symbol are exchanged, which supplies another $(-1)^K$. Subtracting,
\begin{align}
[u^{k_1}_{q_1},u^{k_2}_{q_2}]=\sum_{k_3}&(2k_3+1)(-1)^{q_3}\big[(-1)^K-1\big]\nonumber\\
&\times(k_1k_2k_3;q_1\,q_2\,{-q_3})\{k_1k_2k_3;l\,l\,l\}\,u^{k_3}_{q_3}.
\label{comm}
\end{align}
Operators of different electrons commute, so $[U,U']=\sum_i[u(i),u'(i)]$ and the same law holds for the $U^k_q$.

\textbf{Q.} Which ranks can appear when you start from 1 and 5?

\textbf{A.} The bracket in (\ref{comm}) requires odd $K$. Two odd ranks therefore give odd ranks, here 1, 3 and 5. If $k_1=1$, the triangle rule allows $k_3=k_2-1,k_2,k_2+1$, and odd $K$ leaves $k_3=k_2$. Thus $[U^1,U^1]$ stays in rank 1 and $[U^1,U^5]$ in rank 5. The danger is confined to $[U^5,U^5]$, whose rank-3 part is proportional to $\{5\,5\,3;3\,3\,3\}$.

\section{The zero}

\textbf{Q.} Selection rules do not remove it: the triangles are satisfied and $5+5+3$ is odd. Why should that symbol vanish?

\textbf{A.} One commutator decides. First, a mirror relation. From (\ref{def}), exchanging the outer columns gives
\begin{equation}
\langle -m'|u^k_q|-m\rangle=(-1)^{k+m+m'}\langle m|u^k_q|m'\rangle .
\label{mirror}
\end{equation}
The operator $u^5_5$ raises $m$ by 5, so it has two possible elements, $\langle3|u^5_5|{-2}\rangle$ and $\langle2|u^5_5|{-3}\rangle$. Relation (\ref{mirror}) makes them equal, to $a$ say, and (\ref{orth}) gives $2a^2=1/11$. Since $u^5_{-5}=-(u^5_5)^\dagger$,
\begin{align}
[u^5_5,u^5_{-5}]&=-\big(u^5_5u^{5\dagger}_5-u^{5\dagger}_5u^5_5\big)\nonumber\\
&=-\tfrac1{22}\,\mathrm{diag}(1,1,0,0,0,-1,-1),
\label{top}
\end{align}
with $m$ running from 3 down to $-3$.

Now compare this with $u^3_0$. A rank-$k$ tensor can be built from $k$ factors of $\mathbf L/\hbar$, and by the Wigner--Eckart theorem it is proportional to $u^k$. Its $q=0$ component contains equal numbers of raising and lowering operators, so its diagonal is a polynomial in $m$ of degree at most $k$. By (\ref{mirror}) it is odd in $m$ for odd $k$. Hence $u^3_0\propto m^3-cm$, and orthogonality to $u^1_0\propto m$ fixes
\begin{equation}
c=\frac{\sum m^4}{\sum m^2}=\frac{2(81+16+1)}{2(9+4+1)}=7 .
\end{equation}
The values $m^3-7m$ at $m=3,2,1$ are $6,-6,-6$. The diagonal is therefore proportional to $(1,-1,-1,0,1,1,-1)$, and its overlap with (\ref{top}) is proportional to
\begin{equation}
1\cdot1+1\cdot(-1)+(-1)\cdot1+(-1)\cdot(-1)=0 .
\end{equation}
According to (\ref{comm}) and (\ref{orth}), the same overlap equals
\begin{equation}
\mathrm{Tr}\big(u^3_0[u^5_5,u^5_{-5}]\big)=-2\,(5\,5\,3;5\,{-5}\,0)\{5\,5\,3;3\,3\,3\}.
\end{equation}

\textbf{Q.} Perhaps it is the 3j symbol that vanishes.

\textbf{A.} Up to sign, that symbol is the top diagonal element of a rank-3 unit tensor for $j=5$. The same polynomial argument now gives $c=1958/110=17.8$, and at $m=5$ the value is $125-89=36$, not zero. Numerically the 3j symbol is $0.173$. The 6j symbol must vanish, and with it every rank-3 term in every $[U^5_q,U^5_{q'}]$.

The Racah sum confirms this. Apart from a nonzero triangle factor, the symbol is
\begin{equation}
\sum_{t=13}^{14}\frac{(-1)^t(t+1)!}{(t-13)!\,[(t-11)!]^2(t-9)!\,(16-t)!\,[(14-t)!]^2}.
\end{equation}
The $t=13$ term is $-14!/(2!^2\,4!\,3!)=-14!/576$. The $t=14$ term is $15!/(3!^2\,5!\,2!)=15\cdot14!/8640=14!/576$. They cancel.

\textbf{Q.} Is the zero really the cause of closure, or would such a set close anyway?

\textbf{A.} If the 6j symbol were nonzero, some 3j symbol beside it would be nonzero, and $U^3$ would appear. Two comparisons show this at work. For $l=3$ with ranks 1 and 3, the relevant symbol is $\{3\,3\,5;3\,3\,3\}=1/14$. Rank 5 appears, and repeated commutation generates all $3+7+11=21$ odd-rank operators. For $l=4$ with ranks 1 and 5, $[U^5,U^5]$ can contain rank 7 as well as rank 3. Neither symbol vanishes: $\{5\,5\,3;4\,4\,4\}=-0.039$ and $\{5\,5\,7;4\,4\,4\}=0.033$. Both ranks appear, and the generated algebra has dimension 36, which is every odd rank up to 7. For $l=3$ with ranks 1 and 5, the process stops at $3+11=14$.

The 21 operators are the algebra of SO(7). For odd $k$, (\ref{mirror}) says that $u$ is antisymmetric with respect to the symmetric form $\sum_m(-1)^m x_m y_{-m}$, and a seven-dimensional space has $7\cdot6/2=21$ independent operators of that kind.

\section{Why the algebra is G2}

\textbf{Q.} A closed set of 14 operators is not yet G2. A dimension is only a number.

\textbf{A.} Agreed; the root system is needed. Use the two commuting diagonal operators $h_1=\sqrt3\,u^1_0$ and $h_5=\sqrt{11}\,u^5_0$, scaled so that $\mathrm{Tr}\,h^2=1$. The diagonal of $u^5_0$ is odd in $m$. If its values at $m=3,2,1$ are proportional to $x,y,z$, orthogonality to $u^1_0$ and $u^3_0$ requires
\begin{equation}
3x+2y+z=0,\qquad x-y-z=0 .
\end{equation}
Inserting $x=y+z$ in the first gives $5y+4z=0$, so $(x,y,z)\propto(1,-4,5)$. The sums of squares over all seven orbitals are 28 for $(3,2,1)$ and $2(1+16+25)=84$ for $(1,-4,5)$. Pairing the diagonal entries of $h_1$ and $h_5$ gives each orbital a weight $w_m$, with $w_{-m}=-w_m$, $w_0=0$ and
\begin{align}
w_1&=\Big(\tfrac1{\sqrt{28}},\tfrac5{\sqrt{84}}\Big),\quad
w_2=\Big(\tfrac2{\sqrt{28}},\tfrac{-4}{\sqrt{84}}\Big),\nonumber\\
w_3&=\Big(\tfrac3{\sqrt{28}},\tfrac1{\sqrt{84}}\Big)=w_1+w_2 .
\label{weights}
\end{align}
The diagonal of $u^3_0$ breaks this sum rule, since $1\neq-1-1$. The diagonal in (\ref{top}) obeys it, since $1=1+0$.

\textbf{Q.} How do weights of orbitals become roots of the algebra?

\textbf{A.} An element $|m\rangle\langle m'|$ is multiplied by $w_m-w_{m'}$ when commuted with $(h_1,h_5)$. Elements with $m'=-m$ vanish for odd $k$ by (\ref{mirror}). Using $w_3=w_1+w_2$, the remaining elements give:
\begin{itemize}
\item $q=5$: both elements have $w_3+w_2$.
\item $q=4$: $3\leftarrow-1$ and $1\leftarrow-3$ have $w_3+w_1$.
\item $q=3$: all four elements have $w_3$, since $w_2+w_1=w_3$.
\item $q=2$: all four surviving elements have $w_2$, since $w_3-w_1=w_2$.
\item $q=1$: $2\leftarrow1$ and $-1\leftarrow-2$ have $w_2-w_1$; the other four have $w_1$.
\end{itemize}
For $q=2$ to 5 there is one operator, $U^5_q$, and it is a root vector. For $q=1$ there are two, $U^1_1$ and $U^5_1$. Closure makes their span invariant under commutation with $h_1,h_5$. It contains $L_+$, which has nonzero elements of both kinds, so it splits into one root vector for each.

Set $\alpha=w_1$ and $\beta=w_2-w_1$. The positive roots are
\begin{equation}
\alpha,\quad\beta,\quad\alpha+\beta,\quad2\alpha+\beta,\quad3\alpha+\beta,\quad3\alpha+2\beta .
\label{roots}
\end{equation}
With their negatives and the two diagonal operators, the count is $12+2=14$. From (\ref{weights}), $\beta=(1/\sqrt{28},-9/\sqrt{84})$ and
\begin{align}
\alpha\cdot\alpha&=\tfrac1{28}+\tfrac{25}{84}=\tfrac13,\qquad
\beta\cdot\beta=\tfrac1{28}+\tfrac{81}{84}=1,\nonumber\\
\alpha\cdot\beta&=\tfrac1{28}-\tfrac{45}{84}=-\tfrac12 .
\end{align}
The angle has cosine $-\sqrt3/2$, so it is $150^\circ$. The Cartan integers are $2\alpha\cdot\beta/\alpha\cdot\alpha=-3$ and $2\alpha\cdot\beta/\beta\cdot\beta=-1$. They define G2.

\textbf{Q.} Cartan integers classify semisimple algebras. Is this one semisimple?

\textbf{A.} The set is closed under Hermitian conjugation. In the trace inner product, the orthogonal complement of any ideal is then again an ideal, so the algebra is a sum of simple parts and a centre. A central element must lie among the diagonal operators, and both $\alpha$ and $\beta$ must vanish on it. These are linearly independent, so the centre is zero. As $\alpha\cdot\beta\neq0$, there is one simple part. The complex span is the complex algebra G2; the anti-Hermitian combinations form its compact real form, because $-\mathrm{Tr}\,x^2>0$ for them.

One condition concerns electron number. In the empty and the full shell all these $U^k_q$ are zero. For 1 to 13 electrons $\mathbf L$ is not zero on the configuration as a whole, and a simple algebra with a nonzero representation is represented faithfully. This need not hold within one spin sector: in the maximum-spin term $^8$S of f$^7$ every orbital is singly occupied, and all 14 operators vanish.

\section{What the zero does to two f electrons}

\textbf{Q.} Does this have a visible consequence, or is it bookkeeping for matrices?

\textbf{A.} Consider f$^2$. Its 49 orbital product states contain each $L=0,\dots,6$ once; the Pauli principle makes even $L$ singlets and odd $L$ triplets. Map the state $|a\rangle|b\rangle$ to the matrix $(-1)^b|a\rangle\langle-b|$. For odd $k$, (\ref{mirror}) gives $(-1)^c\langle c|u|b\rangle=-(-1)^b\langle-b|u|{-c}\rangle$. Acting on the second electron thus becomes multiplication from the right by $-u$. So $U^k_q$ acts on the matrix $A$ as $[u^k_q,A]$, and the term $L$ corresponds to the matrices $\sqrt{2L+1}\,u^L_M$.

The triplets $^3$P, $^3$F, $^3$H are then copies of $u^1,u^3,u^5$. For odd $k$, summing squared elements of $U^k$ between terms $L$ and $L'$ of equal parity, with (\ref{comm}) and $\sum(\text{3j})^2=1$, gives the strength
\begin{equation}
S_k(L,L')=4(2L+1)(2L'+1)\{L\,k\,L';3\,3\,3\}^2 .
\label{link}
\end{equation}
Between $^3$F and $^3$H, $U^5$ has strength zero: it is the same 6j symbol. $U^3$ does join them, with $4\cdot7\cdot11/14^2=1.571$. Between $^3$P and $^3$H, $U^5$ has strength 1.071.

\textbf{Q.} Can you sort all the terms this way?

\textbf{A.} Use the invariant $C=\sum_{k=1,5}(2k+1)\sum_q(U^k_q)^\dagger U^k_q$. The one-electron generators $\sqrt{2k+1}\,u^k_q$ are orthonormal in the trace, so $C$ keeps its form in any other orthonormal basis. In a Hermitian basis $X_i$, the coefficients $\mathrm{Tr}([X_i,Y]X_j)$ are antisymmetric in $i,j$, so $C$ commutes with every generator $Y$. Terms joined by $U^5$ must therefore share one value of $C$.

To find the values, take root vectors $E_r$ with $\mathrm{Tr}\,E_r^\dagger E_r=1$. Then $C=h_1^2+h_5^2+\sum_{r>0}(E_r^\dagger E_r+E_rE_r^\dagger)$. The commutator $[E_r,E_r^\dagger]$ is diagonal, and its component along $h_i$ is $\mathrm{Tr}(h_i[E_r,E_r^\dagger])=\mathrm{Tr}([h_i,E_r]E_r^\dagger)=r_i$. On a state of weight $\Lambda$ that all $E_{r>0}$ annihilate,
\begin{equation}
C=\Lambda\cdot\Lambda+\Lambda\cdot R,\qquad R=\sum_{r>0}r=10\alpha+6\beta .
\end{equation}
The products needed are $\alpha\cdot R=\frac{10}3-3=\frac13$ and $\beta\cdot R=-5+6=1$.
\begin{itemize}
\item $^3$H: the top state uses orbitals 3 and 2, so $\Lambda=3\alpha+2\beta$. Then $\Lambda\cdot\Lambda=3+4-6=1$, $\Lambda\cdot R=1+2=3$ and $C=4$. $^3$P shares it.
\item $^1$I: $\Lambda=2w_3=4\alpha+2\beta$. Then $\Lambda\cdot\Lambda=\frac43$, $\Lambda\cdot R=\frac43+2=\frac{10}3$ and $C=\frac{14}3=4.667$. $U^5$ joins I to G (strength 2.149) and G to D (1.039), so all three share it.
\item $^3$F: $U^5$ cannot reach H because of the zero, nor P because $1+3<5$. Its $M=3$ state is therefore annihilated by all raising operators. It is built from orbital pairs $(3,0)$ and $(2,1)$, both of weight $w_3=2\alpha+\beta$. Then $C=\frac13+\frac53=2$, the one-electron value.
\item $^1$S: it corresponds to the unit matrix, which commutes with everything, so $C=0$.
\end{itemize}
A trace checks the set. For one electron, $\sum_q u^{k\dagger}_qu^k_q$ is a scalar with trace 1, hence $1/7$, and $C=(3+11)/7=2$. For two electrons the cross terms have zero trace, so the average of $C$ is 4 and the total is $49\cdot4=196$. The terms give $0+7\cdot2+14\cdot4+27\cdot\frac{14}3=196$. Applying the matrix of $C$ to the numerically computed states of each term gives the same values.

\textbf{Q.} So $^3$P and $^3$H are degenerate?

\textbf{A.} In $C$, yes; in energy, nothing has been shown, because no Hamiltonian has entered. What is shown is that their $3+11=14$ orbital states transform among themselves as the generators do. $^3$F is the copy of $U^3$, the seven SO(7) operators left outside G2. If $\{5\,5\,3;3\,3\,3\}$ were not zero, $U^5$ would mix $^3$F with $^3$H, and this separation would be lost.

\section*{Table of computed values}
\begin{verbatim}
commutator law, ranks 0-6, largest error below 1e-10: True
6j {5 5 1; 3 3 3} = sqrt(770)/308; rank-1 strength in [u5,u5] = 0.097403
6j {5 5 3; 3 3 3} = 0; rank-3 strength in [u5,u5] = 0.000000
6j {5 5 5; 3 3 3} = -sqrt(91)/154; rank-5 strength in [u5,u5] = 0.168831
Racah sum terms t=13, t=14, over 14!: -1/576 1/576
diagonals for m = 3, 2, 1, 0, -1, -2, -3:
  sqrt(84)  u1_0: 3 2 1 0 -1 -2 -3
  sqrt(42)  u3_0: 1 -1 -1 0 1 1 -1
  sqrt(924) u5_0: 1 -4 5 0 -5 4 -1
  -22 [u5_5, u5_-5]: 1 1 0 0 0 -1 -1
overlaps of the last line with u1, u3, u5 lines: 10 0 -6
3j (5 5 3; 5 -5 0) = 0.173119
dimension generated, l=3, ranks 1,5: 14
dimension generated, l=3, ranks 1,3,5: 21
dimension generated, l=3, ranks 1,3: 21
dimension generated, l=4, ranks 1,5: 36
6j {3 3 5; 3 3 3} = 1/14
6j {5 5 3; 4 4 4} = -0.038819
zero roots (rank): 2 ; nonzero roots: 12
weight w_1 = (0.188982, 0.545545)
weight w_2 = (0.377964, -0.436436)
weight w_3 = (0.566947, 0.109109)
alpha.alpha = 0.333333, beta.beta = 1.000000, alpha.beta = -0.500000
angle between alpha and beta = 150.00 deg
Cartan integers: -3.000, -1.000
f2 terms, value of the G2 invariant C:
  1S: orbital states 1, C = 0.000000
  3P: orbital states 3, C = 4.000000
  1D: orbital states 5, C = 4.666667
  3F: orbital states 7, C = 2.000000
  1G: orbital states 9, C = 4.666667
  3H: orbital states 11, C = 4.000000
  1I: orbital states 13, C = 4.666667
squared reduced matrix elements between f2 terms:
  U5 between P and H: 1.071429
  U5 between F and H: 0.000000
  U3 between F and H: 1.571429
  U5 between D and G: 1.038961
  U5 between G and I: 2.148760
\end{verbatim}
